**Residual inversion of a Q-switched pulse**

A pulse that starts at $r$ times threshold inversion leaves the fraction $x$ of that inversion, where $x=e^{-r(1-x)}$ and $x<1/r$. The program asserts that this root agrees with direct integration of the rate equations for $r=1.5$, 2, 3 and 5. For $r=3$ it also asserts the peak photon density, the photon balance, the early growth and late decay rates, and the pulse width. A further assertion shows that removing two units of inversion per photon halves the peak but leaves $x$ unchanged. The output gives $x=0.0595$, or 94 percent extraction, for the ideal model. For a III-V-on-silicon example with rough typical parameters, pump refill with carrier decay, gain compression and logarithmic gain together raise the minimum inversion to about 12 percent of its starting value. The travelling-wave calculation is asserted to recover the simple law when mirror loss is zero, and with the example's mirror it gives nearly the same residual.

## Check in Python

```python
# Result under test: a Q-switched pulse starting at r times threshold inversion
# leaves the fraction x of that inversion, with x = exp(-r*(1-x)) and x < 1/r.
# For r = 3 about 94 percent of the inversion is extracted.
# Scaled symbols: u = inversion / threshold inversion,
# p = photons per active volume / threshold inversion,
# t = time / photon lifetime. Inversion means carriers above transparency.
import numpy as np
from scipy.constants import c, h
from scipy.integrate import solve_ivp, quad, trapezoid
from scipy.optimize import brentq


def balance(x, r):
    return r * (1 - x) + np.log(x)


def residual_fraction(r):
    return brentq(balance, 1e-12, 1 / r, args=(r,), xtol=1e-14)


def linear_gain(u):
    return u


def pulse(r, seed, gain=linear_gain, compression=0.0, refill=0.0,
          drop_per_photon=1, t_end=60.0):
    """Integrate the rate equations, using log(p) to keep p positive."""
    def rates(t, y):
        u, log_p = y
        p = np.exp(log_p)
        g = gain(u) / (1 + compression * p)
        return [-drop_per_photon * g * p + refill * (r - u), g - 1]
    times = np.linspace(0, t_end, 20001)
    sol = solve_ivp(rates, (0, t_end), [r, np.log(seed)], method="LSODA",
                    t_eval=times, rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.t, sol.y[0], sol.y[1]


def travelling_residual(r, seed, length, mirror_share, cells=50, t_end=40.0):
    """Two counter-running waves; length is in units of 1/total loss."""
    dt = length / cells
    reflectivity = np.exp(-2 * mirror_share * length)
    u = np.full(cells, float(r))
    right = np.full(cells, seed / 2)
    left = np.full(cells, seed / 2)
    for _ in range(int(t_end / dt)):
        growth = np.exp((u - (1 - mirror_share)) * dt)
        right *= growth
        left *= growth
        u *= np.exp(-(right + left) * dt)
        at_output, at_back = right[-1], left[0]
        right[1:] = right[:-1].copy()
        left[:-1] = left[1:].copy()
        right[0] = at_back
        left[-1] = reflectivity * at_output
    return u.mean() / r


# Rough typical values for a hybrid III-V-on-silicon quantum-well laser.
r = 3.0
wavelength_nm = 1550.0
group_index = 3.8
confinement = 0.05
diff_gain = 5e-16          # cm2
transparency = 1.5e18      # cm^-3
internal_loss = 5.0        # cm^-1
mirror_loss = 5.0          # cm^-1
length_um, width_um, thickness_um = 250.0, 2.0, 0.05
carrier_life_ns = 1.0
compression_cm3 = 1e-17    # multiplies photon density in the mode volume
tpa_cm_per_GW = 0.7        # silicon two-photon absorption

loss = internal_loss + mirror_loss
v_group = c * 100 / group_index
tau_p = 1 / (v_group * loss)
tau_ps = tau_p * 1e12
n_t = loss / (confinement * diff_gain)
n_i = r * n_t
volume = length_um * width_um * thickness_um * 1e-12
seed = 1 / (n_t * volume)
photon_J = h * c / (wavelength_nm * 1e-9)

# The root, against direct integration at several starting ratios.
for ratio in (1.5, 2.0, 3.0, 5.0):
    _, u_test, _ = pulse(ratio, seed, t_end=200.0)
    assert abs(u_test[-1] / ratio - residual_fraction(ratio)) < 1e-6
x = residual_fraction(r)
h_low, h_high = balance(0.059, r), balance(0.060, r)
assert h_low < 0 < h_high
assert 0.940 < 1 - x < 0.941

iterates = [0.0]
for _ in range(6):
    iterates.append(np.exp(-r * (1 - iterates[-1])))
assert abs(iterates[-1] - x) < 1e-5

# Peak, photon balance, growth and decay from the integrated pulse.
t, u, log_p = pulse(r, seed)
p = np.exp(log_p)
peak = r - 1 - np.log(r)
top = np.argmax(p)
assert abs(p[top] - peak) < 1e-5
assert abs(u[top] - 1) < 0.01              # limited by the time grid
assert abs(trapezoid(p, t) - (r - u[-1] + seed)) < 1e-5
early = (log_p[600] - log_p[0]) / (t[600] - t[0])
late = (log_p[-1] - log_p[-2000]) / (t[-1] - t[-2000])
assert abs(early - (r - 1)) < 1e-3
assert abs(late + (1 - r * x)) < 1e-4

# Two units of inversion lost per photon: same residual, half the peak.
_, u_two, log_p_two = pulse(r, seed, drop_per_photon=2)
assert abs(u_two[-1] / r - x) < 1e-6
assert abs(np.exp(log_p_two.max()) - peak / 2) < 1e-5


# Full width at half maximum by quadrature over inversion.
def photons(level):
    return r - level - np.log(r / level)


u_rise = brentq(lambda s: photons(s) - peak / 2, 1, r)
u_fall = brentq(lambda s: photons(s) - peak / 2, r * x, 1)
width = quad(lambda s: 1 / (s * photons(s)), u_fall, u_rise)[0]
above_half = t[p >= peak / 2]
assert abs(width - (above_half[-1] - above_half[0])) < 0.01

# Effects left out of the simple law.
refill = tau_p / (carrier_life_ns * 1e-9)
squeeze = compression_cm3 * confinement * n_t


def log_gain(level):
    return (np.log1p(level * n_t / transparency)
            / np.log1p(n_t / transparency))


def smallest(**options):
    return pulse(r, seed, t_end=40.0, **options)[1].min() / r


x_refill = smallest(refill=refill)
x_squeeze = smallest(compression=squeeze)
x_log = smallest(gain=log_gain)
x_all = smallest(gain=log_gain, compression=squeeze, refill=refill)
x_seed = pulse(r, 1000 * seed)[1][-1] / r
scaled_length = loss * length_um * 1e-4
# With no mirror loss the waves stay uniform and must recover the simple law.
assert abs(travelling_residual(r, seed, scaled_length, 0.0) - x) < 1e-3
x_wave = travelling_residual(r, seed, scaled_length, mirror_loss / loss)

delay_ps = t[top] * tau_ps
decayed = ((n_i + transparency)
           * (1 - np.exp(-delay_ps / (1000 * carrier_life_ns))) / n_i)
mode_photons = confinement * peak * n_t
intensity = mode_photons * v_group * photon_J
tpa_loss = tpa_cm_per_GW * 1e-9 * intensity
out_share = mirror_loss / loss
energy_pJ = (n_i - x * n_i) * volume * photon_J * out_share * 1e12
power_mW = peak * n_t * volume * photon_J / tau_p * out_share * 1e3

print(f"starting ratio r: {r:.1f}")
print("iterates of x:", " ".join(f"{v:.5f}" for v in iterates))
print(f"h(0.059), h(0.060): {h_low:.5f}, {h_high:.5f}")
print(f"residual fraction x: {x:.6f}")
print(f"extracted inversion: {100*(1-x):.3f} percent")
print(f"final inversion / threshold: {r*x:.5f}")
print(f"peak photon density / threshold inversion: {peak:.5f}")
print(f"early growth rate, late rate (1/tau_p): {early:.4f}, {late:.4f}")
print(f"wavelength: {wavelength_nm:.0f} nm; group index: {group_index}")
print(f"confinement: {confinement}; differential gain: {diff_gain:.1e} cm2")
print(f"transparency density: {transparency:.2e} cm^-3")
print(f"internal, mirror loss: {internal_loss}, {mirror_loss} cm^-1")
print(f"active length, width, thickness: {length_um}, {width_um}, "
      f"{thickness_um} um")
print(f"active volume: {volume:.3e} cm3")
print(f"group velocity: {v_group:.4e} cm/s")
print(f"photon lifetime: {tau_ps:.3f} ps")
print(f"threshold inversion: {n_t:.3e} cm^-3")
print(f"initial inversion: {n_i:.3e} cm^-3")
print(f"final inversion: {x*n_i:.3e} cm^-3")
print(f"extracted inversion density: {(1-x)*n_i:.3e} cm^-3")
print(f"initial total carrier density: {n_i+transparency:.3e} cm^-3")
print(f"extracted share of all carriers: "
      f"{100*(1-x)*n_i/(n_i+transparency):.2f} percent")
print(f"pulse full width at half maximum: {width*tau_ps:.2f} ps")
print(f"delay from one-photon seed to peak: {delay_ps:.1f} ps")
print(f"photon energy: {photon_J:.4e} J")
print(f"mirror share of photon loss: {out_share:.3f}")
print(f"output energy: {energy_pJ:.3f} pJ; peak power: {power_mW:.2f} mW")
print(f"carrier lifetime: {carrier_life_ns:.1f} ns")
print(f"compression coefficient: {compression_cm3:.1e} cm3")
print(f"compression term at ideal peak: {squeeze*peak:.4f}")
print(f"minimum fraction, pump on and decay: {x_refill:.5f}")
print(f"residual fraction, gain compression: {x_squeeze:.5f}")
print(f"initial gain / threshold, log gain: {log_gain(r):.4f}")
print(f"residual fraction, log gain: {x_log:.5f}")
print(f"minimum fraction, these three together: {x_all:.5f}")
print(f"output mirror reflectivity: {np.exp(-2*mirror_loss*length_um*1e-4):.4f}")
print(f"residual fraction, travelling waves: {x_wave:.5f}")
print(f"residual fraction, 1000-photon seed: {x_seed:.6f}")
print(f"inversion decayed before peak if pump cut (estimate): "
      f"{100*decayed:.1f} percent")
print(f"peak intensity in mode: {intensity:.3e} W/cm2")
print(f"silicon two-photon coefficient: {tpa_cm_per_GW} cm/GW")
print(f"silicon two-photon loss at peak: {tpa_loss:.4f} cm^-1")
print("done: every assertion held")
```

Running it gives:

```
starting ratio r: 3.0
iterates of x: 0.00000 0.04979 0.05781 0.05922 0.05947 0.05951 0.05952
h(0.059), h(0.060): -0.00722, 0.00659
residual fraction x: 0.059520
extracted inversion: 94.048 percent
final inversion / threshold: 0.17856
peak photon density / threshold inversion: 0.90139
early growth rate, late rate (1/tau_p): 2.0000, -0.8214
wavelength: 1550 nm; group index: 3.8
confinement: 0.05; differential gain: 5.0e-16 cm2
transparency density: 1.50e+18 cm^-3
internal, mirror loss: 5.0, 5.0 cm^-1
active length, width, thickness: 250.0, 2.0, 0.05 um
active volume: 2.500e-11 cm3
group velocity: 7.8893e+09 cm/s
photon lifetime: 12.675 ps
threshold inversion: 4.000e+17 cm^-3
initial inversion: 1.200e+18 cm^-3
final inversion: 7.142e+16 cm^-3
extracted inversion density: 1.129e+18 cm^-3
initial total carrier density: 2.700e+18 cm^-3
extracted share of all carriers: 41.80 percent
pulse full width at half maximum: 34.28 ps
delay from one-photon seed to peak: 114.0 ps
photon energy: 1.2816e-19 J
mirror share of photon loss: 0.500
output energy: 1.808 pJ; peak power: 45.57 mW
carrier lifetime: 1.0 ns
compression coefficient: 1.0e-17 cm3
compression term at ideal peak: 0.1803
minimum fraction, pump on and decay: 0.08955
residual fraction, gain compression: 0.08216
initial gain / threshold, log gain: 2.4865
residual fraction, log gain: 0.05905
minimum fraction, these three together: 0.11719
output mirror reflectivity: 0.7788
residual fraction, travelling waves: 0.05952
residual fraction, 1000-photon seed: 0.059513
inversion decayed before peak if pump cut (estimate): 24.2 percent
peak intensity in mode: 1.823e+07 W/cm2
silicon two-photon coefficient: 0.7 cm/GW
silicon two-photon loss at peak: 0.0128 cm^-1
done: every assertion held
```
